\section*{Finite-size errors from truncated pair correlation in chains, sheets and crystals}

\section*{Question}

A coupled-cluster calculation on an insulating solid keeps the correlation between a reference unit and its partners inside a supercell of $N$ unit cells, and drops the pairs that reach further. At long range the pair correlation energy falls as $R^{-6}$. How large is the resulting error per unit cell, and how does it decrease with $N$ for a crystal, an isolated sheet and a chain?

\section*{Answer}

\subsection*{What is dropped}

Consider one closed-shell unit, with a gap and no permanent dipole, on each site of a simple cubic, square or linear lattice of dimension $d=3,2,1$ and lattice constant $a$. Let $e(\mathbf R)$ be the correlation energy of a pair at separation $\mathbf R$. Each pair is shared by two units, so the correlation energy per unit is
\begin{equation}
E_\infty=\tfrac12\sum_{\mathbf R\neq0}e(\mathbf R),\qquad e(\mathbf R)\to-\frac{C}{R^6}\quad(R\to\infty).
\end{equation}
The supercell is a cube (square, segment) of side $na$ centred on the reference unit, with $n$ odd and $N=n^d$. Dropping the outer partners gives an energy $E_N$ that is too high by
\begin{equation}
\Delta E_N=E_N-E_\infty=\frac C2\sum_{\mathbf R\ \text{outside}}\frac1{R^6}>0 .
\label{eq:tail}
\end{equation}

The power six can be seen in a model where each unit is an isotropic oscillator of frequency $\omega$ and polarizability $\alpha$ (a volume, in Gaussian units). With charge $q$ and mass $m$, $\alpha=q^2/(m\omega^2)$. The dipole coupling of two units is $q^2\sum_{ab}x_aT_{ab}x'_b$, where $T_{ab}=(\delta_{ab}-3\hat R_a\hat R_b)/R^3$. Inserting $x=\sqrt{\hbar/2m\omega}\,(b+b^\dagger)$ turns it into $\sum_{ab}V_{ab}(b_a+b_a^\dagger)(b'_b+b_b'^\dagger)$ with
\begin{equation}
V_{ab}=q^2\frac{\hbar}{2m\omega}T_{ab}=\frac{\hbar\omega\alpha}{2}T_{ab}.
\end{equation}
The first-order energy vanishes. In second order both units are excited, at a cost $2\hbar\omega$. The matrix $R^3T$ has eigenvalues $-2,1,1$, whose squares add to 6, so
\begin{equation}
e(R)=-\sum_{ab}\frac{V_{ab}^2}{2\hbar\omega}
=-\frac{(\hbar\omega\alpha)^2}{4}\,\frac{6}{R^6}\,\frac1{2\hbar\omega}
=-\frac34\frac{\hbar\omega\alpha^2}{R^6}.
\label{eq:london}
\end{equation}
Retardation is neglected. A metal has no gap to supply the denominator, and the argument does not apply to it.

\subsection*{The power of $N$}

Surround every lattice point by its own cell of volume $a^d$. The cells of the dropped points fill the space outside the supercell, whose faces lie midway between lattice points. The average of a smooth function over a cell is, up to terms of order $a^4$, its central value plus $(a^2/24)\nabla^2$ of the function, and
\begin{equation}
\nabla^2R^{-6}=6(8-d)R^{-8}.
\end{equation}
Replacing the sum by an integral therefore makes a relative error of order $n^{-2}$, and the integral is too large, by about $5.0/n^2$, $3.5/n^2$ and $2.3/n^2$ for $d=1,2,3$ at large $n$ (19\%, 13\% and 9\% at $n=5$). With $\mathbf R=na\,\mathbf u$,
\begin{equation}
\sum_{\text{outside}}\frac1{R^6}\simeq\frac1{a^d}\int_{\text{outside}}\frac{d^dR}{R^6}
=\frac{(na)^{d-6}}{a^d}K_d=\frac{K_d\,n^{d-6}}{a^6},
\end{equation}
where $K_d$ is the integral of $|\mathbf u|^{-6}$ outside the unit cube. Since $n=N^{1/d}$,
\begin{equation}
\boxed{\Delta E_N\simeq\frac{C}{2a^6}\,K_d\,N^{1-6/d}}
\label{eq:main}
\end{equation}
The error falls as $1/N$ for the crystal, $1/N^2$ for the sheet and $1/N^5$ for the chain. In terms of the linear size $n$ the powers are $3$, $4$ and $5$: a higher dimension has more distant partners, and also needs more cells to reach a given distance.

\subsection*{The prefactors}

Let $\rho$ be the distance from the centre to the surface of the unit cube in a given direction. The radial integral gives
\begin{equation}
K_d=\int d\Omega\int_\rho^\infty u^{d-7}du=\frac1{6-d}\int d\Omega\,\rho^{d-6}.
\label{eq:K}
\end{equation}
For the chain there are two directions with $\rho=\frac12$, so $K_1=2\cdot2^5/5=64/5$. For the sheet each of the four sides has $\rho=1/(2\cos\varphi)$ with $|\varphi|<\pi/4$. Using $\cos^4\varphi=\frac38+\frac12\cos2\varphi+\frac18\cos4\varphi$,
\begin{equation}
K_2=\frac44\int_{-\pi/4}^{\pi/4}16\cos^4\varphi\,d\varphi=16\left(\frac{3\pi}{16}+\frac12\right)=8+3\pi .
\end{equation}
For the crystal, label the points of one face by $\frac12(x,y,1)$ with $|x|,|y|<1$. Then $\rho=\frac12(1+x^2+y^2)^{1/2}$ and $d\Omega=dx\,dy\,(1+x^2+y^2)^{-3/2}$. Six faces give
\begin{equation}
K_3=\frac63\cdot8\,I,\qquad I=\int_{-1}^1\!\int_{-1}^1\frac{dx\,dy}{(1+x^2+y^2)^3}.
\end{equation}
The square consists of eight triangles $0<\varphi<\pi/4$, $0<r<\sec\varphi$. Doing the $r$ integral and setting $u=\tan\varphi$,
\begin{align}
I&=2\int_0^{\pi/4}\!\left[1-\frac1{(1+\sec^2\varphi)^2}\right]d\varphi
=2\int_0^1\frac{du}{1+u^2}\,\frac{(1+u^2)(3+u^2)}{(2+u^2)^2}\nonumber\\
&=2\int_0^1\left[\frac1{2+u^2}+\frac1{(2+u^2)^2}\right]du .
\end{align}
Let $A=\int_0^1du/(2+u^2)=\arctan(1/\sqrt2)/\sqrt2$. From $\frac{d}{du}\frac{u}{2+u^2}=\frac4{(2+u^2)^2}-\frac1{2+u^2}$, the second integral is $\frac1{12}+\frac A4$. Hence $I=\frac52A+\frac16$ and
\begin{equation}
K_3=16I=\frac83+20\sqrt2\,\arctan\frac1{\sqrt2}.
\end{equation}
Numerically $K_1=12.80$, $K_2=17.42$ and $K_3=20.08$.

\subsection*{How large it is}

Take $a=4$ \AA, $\alpha=0.1a^3=6.4$ \AA$^3$ and $\hbar\omega=10$ eV as model parameters. Equation (\ref{eq:london}) gives $C/a^6=0.75\times0.01\times10$ eV $=75$ meV. For the crystal with $N=125$, equation (\ref{eq:main}) gives
\begin{equation}
\Delta E_{125}\simeq37.5\ \text{meV}\times\frac{20.08}{125}=6.02\ \text{meV}.
\end{equation}
Direct lattice sums, with $e=-C/R^6$ used at all distances, give the errors per atom below.

\begin{center}
\begin{tabular}{lrrr}
 & $N$ & lattice sum (meV) & eq.~(\ref{eq:main}) (meV)\\
chain & 5 & 0.129 & 0.154\\
sheet & 25 & 0.923 & 1.05\\
crystal & 125 & 5.54 & 6.02\\
crystal & 1331 & 0.555 & 0.566
\end{tabular}
\end{center}

The first three rows have the same linear size, $n=5$. Their errors are 0.17\%, 0.53\% and 1.8\% of the full pair energies, which are $-76.3$, $-174.7$ and $-315.1$ meV per atom. The crystal error at $N=125$ is 0.53 kJ/mol. Among supercells with odd $n$, the first with an error below 1 meV per atom has $N=5$ for the chain, 25 for the sheet and 1331 for the crystal. All these numbers use the second-order $C$ of (\ref{eq:london}). With the doubles pair energies of the same oscillators (introduced below), the errors at $n=5$ become about 0.24, 1.3 and 5.2 meV, and the 1 meV threshold moves to $N=49$ for the sheet and $N=729$ for the crystal.

The slow law in the crystal can be used to remove most of the error. If $E_N=E_\infty+B/N$, eliminating $B$ between two sizes gives
\begin{equation}
E_\infty\simeq\frac{N_2E_{N_2}-N_1E_{N_1}}{N_2-N_1}.
\end{equation}
With $N_1=125$ and $N_2=343$ the remaining error is 0.13 meV, against 2.10 meV at $N=343$ without extrapolation.

\subsection*{Direction and shape}

If $C$ depends on direction, it enters the angular integral (\ref{eq:K}) as a weight. The prefactor changes and the power does not. For a sheet with $C(\hat{\mathbf R})=C(1+3\hat R_x^2\hat R_y^2)$, $K_2$ becomes 22.37, in agreement with a direct sum.

The supercell must grow in every direction in which the solid extends. A $5\times5\times n$ bar in the crystal keeps losing the partners beside it: the error is 4.11 meV both for $n=41$ and for $n=81$.

\subsection*{Does coupled cluster keep the power?}

Equation (\ref{eq:london}) is a second-order result, whereas coupled cluster lets distant pairs interact through the medium. The oscillator model can be solved with doubles amplitudes. Set $\hbar\omega=a=1$ and let $i$ label both site and direction:
\begin{equation}
H=\sum_ib_i^\dagger b_i+\tfrac12\sum_{ij}V_{ij}(b_i+b_i^\dagger)(b_j+b_j^\dagger),\qquad
|\Psi\rangle=e^{T}|0\rangle,\quad T=\tfrac12\sum_{ij}t_{ij}b_i^\dagger b_j^\dagger .
\end{equation}
Because $[b_i,T]=\sum_jt_{ij}b_j^\dagger$, the operator $e^{-T}He^T$ is $H$ with $b_i$ replaced by $b_i+\sum_jt_{ij}b_j^\dagger$. Acting on $|0\rangle$ it produces a constant and a two-quantum term. The constant is the energy, and the two-quantum term must vanish:
\begin{equation}
E=\tfrac12\mathrm{Tr}\,V(1+t)=\tfrac12\mathrm{Tr}\,Vt,\qquad 2t+(1+t)V(1+t)=0,
\end{equation}
where $V_{ii}=0$ was used. Nothing else is produced, so doubles are exact for this model. For an eigenvalue $v$ of $V$, put $s=1+t$ and $\Omega=\sqrt{1+2v}$. The root of $2(s-1)+vs^2=0$ that joins $t=0$ at $v=0$ is
\begin{equation}
s=\frac{\Omega-1}{v}=\frac2{1+\Omega},\qquad f(v)=\tfrac12vs=\tfrac12(\Omega-1),
\end{equation}
where $f$ is the energy of the mode, its change in zero-point energy.

In the infinite chain the three polarizations $p$ decouple: $V_p(R)=w_p/|R|^3$ with $w_p=\frac\alpha2(-2,1,1)$. Then $V_p(k)=w_pL(k)$ with $L(k)=2\sum_{R>0}\cos(kR)/R^3$. Since $L''=-2\sum_{R>0}\cos(kR)/R=2\ln|2\sin(k/2)|$, integrating twice near $k=0$ gives
\begin{equation}
L(k)=2\zeta(3)+k^2\ln|k|-\tfrac32k^2+\dots
\end{equation}
The singular term $k^2\ln|k|$ is the source of the $R^{-3}$ tail. A smooth function $g(V_p(k))$ contains the same singularity multiplied by $g'$, so its Fourier coefficients obey
\begin{equation}
g(R)\to g'(V_p(0))\,V_p(R)\qquad(R\to\infty).
\label{eq:transfer}
\end{equation}
Apply this to $t$. Differentiating $2(s-1)+vs^2=0$ gives $s'=-s^2/[2(1+vs)]=-s^2/(2\Omega)$. The pair energy $e(R)=\sum_pV_p(R)t_p(R)$ therefore tends to
\begin{equation}
e(R)\to-\frac{C_{\rm pair}}{R^6},\qquad C_{\rm pair}=\sum_p\frac{w_p^2s_p^2}{2\Omega_p},
\end{equation}
with $s_p$ and $\Omega_p$ taken at $k=0$. The power survives and the coefficient is renormalized. Here $\Omega=0.72$ for the longitudinal mode and 1.11 for the transverse ones, and $C_{\rm pair}=1.52\,C$: the softened longitudinal mode outweighs the stiffened transverse ones. The model requires $\Omega^2>0$, that is $4\zeta(3)\alpha<a^3$.

This settles the matter for the chain of oscillators. For sheets and crystals, $R^{-6}$ beyond second order is not derived here. Doubles amplitudes of the oscillator model on large finite meshes are consistent with it, with coefficients near $1.6\,C$ for the sheet and $0.9\,C$ for the crystal.

\subsection*{Dropping couplings instead of pair energies}

The distant couplings may also be removed before the amplitudes are solved. This changes $V_p(k)$ by $\delta V_p(k)=-\sum_{|R|>n/2}V_p(R)e^{ikR}$. From $d\Omega/dv=1/\Omega$ we have $f'=1/(2\Omega)$ and $f''=-1/(2\Omega^3)$. By (\ref{eq:transfer}) with $g=f'$, the first-order change $\langle f'\delta V\rangle_k$ is $+\sum V_p^2/(2\Omega_p^3)$. The second-order change $\frac12\langle f''\delta V^2\rangle_k$, with $f''$ taken at $k=0$, is $-\sum V_p^2/(4\Omega_p^3)$. Both sums run over $|R|>n/2$ and over $p$. The total is
\begin{equation}
\Delta E_N\simeq\sum_p\sum_{|R|>n/2}\frac{V_p^2}{4\Omega_p^3}\simeq\tfrac12C_{\rm cut}K_1N^{-5},\qquad
C_{\rm cut}=\sum_p\frac{w_p^2}{2\Omega_p^3}=2.02\,C .
\end{equation}

The sharp cutoff also disturbs $V_p$ away from $k=0$. Writing $2\sin\frac k2\cos kR=\sin k(R+\frac12)-\sin k(R-\frac12)$ and summing by parts gives, at fixed $k$,
\begin{equation}
\delta V_p\simeq w_p\frac{8}{n^3}\,\frac{\sin(kn/2)}{\sin(k/2)} .
\end{equation}
The rapid factor $\sin^2(kn/2)$ averages to $\frac12$. Correcting $f''(0)$ to $f''(k)$ in the second-order change then adds
\begin{equation}
\frac{16}{n^6}\sum_pw_p^2\left\langle\frac{1/(2\Omega_p^3)-1/(2\Omega_p(k)^3)}{\sin^2(k/2)}\right\rangle_k ,
\end{equation}
which is $4.8/n$ times the leading term. The $N^{-5}$ law is thus approached slowly: the error exceeds its leading term by 5.5\% at $N=101$ and by 2.6\% at $N=201$. With the extra term included, the differences are 0.6\% and 0.2\%.

\subsection*{Why $k$-point sampling is different}

Take the mesh $k=2\pi j/N$, $j=0,\dots,N-1$, which contains $k=0$. (A mesh shifted by half a spacing weights the image $m$ below by $(-1)^m$; this replaces $2\zeta(3)$ by $-\frac32\zeta(3)$, reversing the sign of the error but keeping the power.) Such a mesh, with the full $V_p(k)$, does not truncate anything. It adds periodic images. The mesh average of $f(V_p(k))$ is the sum of its Fourier coefficients at $R=mN$ over all integers $m$. The term $m=0$ is the exact energy, and (\ref{eq:transfer}) with $g=f$ supplies the rest:
\begin{equation}
\Delta E_N\simeq\sum_p\frac1{2\Omega_p}\sum_{m\neq0}\frac{w_p}{|m|^3N^3}
=\frac{2\zeta(3)}{N^3}\sum_p\frac{w_p}{2\Omega_p}.
\end{equation}
Since $\sum_pw_p=0$ and the longitudinal mode, with $w_p<0$, has the smaller $\Omega_p$, the error is negative. At $N=11$, where the asymptotic laws are not yet accurate (the formula above gives $-0.44$ meV), the numerically computed error is $-0.50$ meV per atom, against $+0.0050$ meV for dropped pair energies and $+0.010$ meV for dropped couplings. An extrapolation in a chain must therefore use the power that belongs to the procedure. In this oscillator model, which has no orbital or exchange contributions to the finite-size error, the powers are $N^{-5}$ for real-space truncation, $N^{-3}$ for this sampling. The numerical check checks the three chain laws against numerically computed energies.

\section*{Table of computed values}
\begin{verbatim}
lattice constant a = 4.0 angstrom
polarizability alpha = 6.40 angstrom^3
oscillator quantum = 10.0 eV
C/a^6 = 75.000 meV
two atoms at 6a: exact/London = 1.0000002
5-atom cluster, CC energy = -248.988881 meV
5-atom cluster, normal modes = -248.988881 meV
chain: K = 12.8000, sum R^-6 = 2.034686/a^6
chain: full pair energy = -76.301 meV/atom
chain N=3: missing 1.3007e+00, formula 1.9753e+00 meV/atom
chain N=5: missing 1.2885e-01, formula 1.5360e-01 meV/atom
chain N=11: missing 2.8634e-03, formula 2.9804e-03 meV/atom
chain: exponent of N, n=21 to 41: -4.9876
chain: error below 1 meV/atom at n=5, N=5
sheet: K = 17.4248, sum R^-6 = 4.658914/a^6
sheet: full pair energy = -174.709 meV/atom
sheet N=9: missing 5.9593e+00, formula 8.0670e+00 meV/atom
sheet N=25: missing 9.2254e-01, formula 1.0455e+00 meV/atom
sheet N=121: missing 4.3394e-02, formula 4.4630e-02 meV/atom
sheet: exponent of N, n=21 to 41: -1.9957
sheet: error below 1 meV/atom at n=5, N=25
crystal: K = 20.0751, sum R^-6 = 8.401924/a^6
crystal: full pair energy = -315.072 meV/atom
crystal N=27: missing 2.2711e+01, formula 2.7882e+01 meV/atom
crystal N=125: missing 5.5417e+00, formula 6.0225e+00 meV/atom
crystal N=1331: missing 5.5528e-01, formula 5.6560e-01 meV/atom
crystal: exponent of N, n=21 to 41: -0.9981
crystal: error below 1 meV/atom at n=11, N=1331
crystal N=125 error = 0.5347 kJ/mol
crystal N=343: missing 2.0999 meV/atom
after 1/N extrapolation (125,343): 0.1264 meV/atom
anisotropic sheet: K = 22.3700, sum/formula = 0.99790
crystal bar 5x5x41: missing 4.1063 meV/atom
crystal bar 5x5x81: missing 4.1062 meV/atom
CC chain energy = -80.7213 meV/atom
chain Omega(k=0): long. 0.7205, transv. 1.1137 omega
C_pair/C = 1.5182, C_cut/C = 2.0234
CC pair energy at 200a / asymptotic form = 1.00044
drop couplings: n^-6 term / n^-5 term = 4.8324/n
drop pair energies: N=11 error 5.0176e-03 meV/atom
drop pair energies: exponent of N, 101 to 201: -5.0034
drop pair energies: error/leading term, N=101 1.0033, N=201 1.0010
drop couplings: N=11 error 1.0177e-02 meV/atom
drop couplings: exponent of N, 101 to 201: -5.0398
drop couplings: error/leading term, N=101 1.0545, N=201 1.0260
drop couplings: error/two-term form, N=101 1.0063, N=201 1.0019
k-point sampling: N=11 error -5.0406e-01 meV/atom
k-point sampling: exponent of N, 101 to 201: -3.0030
k-point sampling: error/leading term, N=101 1.0029, N=201 1.0008
\end{verbatim}
